# Diffusion Monte Carlo for a two-electron cell, with its biases

## What goes wrong

A diffusion Monte Carlo (DMC) run can report a small error bar around a wrong number. In the cell below, populations of two walkers give an energy $3.9\pm0.3$ mHa above the ground state, over a fifth of the correlation energy, and longer runs only sharpen the wrong value. A large population cures this, but the sampled pair function still exceeds the true one by nearly 0.1 at some distances. Each bias has its own law and remedy.

## Cell and Hamiltonian

Hartree atomic units are used; $\tau$ is in 1/Ha. Two electrons of opposite spin occupy a periodic cube of side $L$ and volume $\Omega=L^3$, with a neutralizing background. The periodic pair potential with zero cell average is

$$v_E(\mathbf r)=\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{i\mathbf G\cdot\mathbf r}.$$

Each electron also interacts with its own images, contributing $\xi/2$, where $\xi=\lim_{r\to0}(v_E-1/r)$. Two electrons contribute $\xi$.

With $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, the gradients are $\nabla_{1,2}=\tfrac12\nabla_R\pm\nabla_r$. Hence $-\tfrac12(\nabla_1^2+\nabla_2^2)=-\tfrac14\nabla_R^2-\nabla_r^2$. At zero total momentum the first term vanishes:

$$H=-\nabla^2+V,\qquad V=v_E(\mathbf r)+\xi .$$

The singlet ground state $\psi_0(\mathbf r)$ is periodic and nodeless, so there is no fixed-node error.

For evaluation, Ewald splitting gives

$$v_E=\sum_{\mathbf R_L}\frac{\mathrm{erfc}(\alpha|\mathbf r-\mathbf R_L|)}{|\mathbf r-\mathbf R_L|}+\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\alpha^2}}{G^2}\cos\mathbf G\cdot\mathbf r-\frac{\pi}{\alpha^2\Omega},$$

where $\mathbf R_L$ are lattice vectors. The last term removes the cell average of the first, since $\int \mathrm{erfc}(\alpha r)/r\,d^3r=\pi/\alpha^2$. With $\alpha L=6.5$ the nearest image suffices in the first sum.

## Trial function

Write $\psi_T=e^u$. Since $\nabla^2\psi_T/\psi_T=\nabla^2u+|\nabla u|^2$, the local energy is

$$E_L=\frac{H\psi_T}{\psi_T}=V-\nabla^2u-|\nabla u|^2 .$$

The crude trial function, with $r_c=L/2$, is

$$u=-\frac{r_c}{6}\Big(1-\frac r{r_c}\Big)^3\ (r<r_c),\qquad u=0\ (r\ge r_c).$$

Then $u'=\tfrac12(1-r/r_c)^2$ and $u''=-(1-r/r_c)/r_c$. Near contact $-2u'/r=-1/r+2/r_c+\dots$, which cancels the Coulomb $1/r$. At $r_c$ both derivatives vanish, so $E_L$ is continuous. A better trial function adds $-c\sum_i\cos(2\pi x_i/L)$ with $c=0.03$, lowering the amplitude at small separation over the scale of the cell.

## The sampled equation and one step

Imaginary-time evolution is $-\partial_t\psi=(H-E_{\rm ref})\psi$. Set $f=\psi_T\psi$. Differentiating $f/\psi_T$ twice gives

$$\psi_T\nabla^2\frac f{\psi_T}=\nabla^2f-2\nabla u\cdot\nabla f-f\nabla^2u+f|\nabla u|^2 .$$

With $\mathbf F=2\nabla u$ we have $\nabla\cdot(\mathbf Ff)=2\nabla u\cdot\nabla f+2f\nabla^2u$. The right side is therefore $\nabla^2f-\nabla\cdot(\mathbf Ff)+f(\nabla^2u+|\nabla u|^2)$, and

$$\partial_tf=\nabla^2f-\nabla\cdot(\mathbf Ff)-(E_L-E_{\rm ref})f .$$

The three terms are diffusion, drift and branching. Diffusion over $\tau$ has variance $2\tau$ per component, as expected for the difference of two electron displacements of variance $\tau$ each.

A move is $\boldsymbol\Delta=\tau\mathbf F+\sqrt{2\tau}\,\boldsymbol\eta$, with $\boldsymbol\eta$ standard normal. Its density is proportional to $\exp(-|\boldsymbol\Delta-\tau\mathbf F|^2/4\tau)$; the reverse move has $-\boldsymbol\Delta$ and the drift $\mathbf F'$ at the new point. Detailed balance with respect to $\pi=\psi_T^2$ gives the acceptance

$$A=\min\Big\{1,\exp\Big[2(u'_{\rm new}-u_{\rm old})-\frac{|\boldsymbol\Delta+\tau\mathbf F'|^2-|\boldsymbol\Delta-\tau\mathbf F|^2}{4\tau}\Big]\Big\},$$

where $u'_{\rm new}$ denotes $u$ at the proposed point, not a derivative.

```
start: M walkers per replica; discard the initial relaxation
repeat:
  for each walker:
    Delta = tau*F + sqrt(2*tau)*normal(3)
    r_new = wrap(r + Delta)      # keep Delta unwrapped in A
    E_old = E_L                  # energy before the move
    evaluate u, F, E_L at r_new
    accept r_new with probability A; otherwise restore r, u, F, E_L
    w = exp(-tau*((E_old + E_L)/2 - E_ref))
  W = sum(w)
  record Ebar = sum(w*E_L)/W and log(W/M)
  C[j] = M*(w[1]+...+w[j])/W,  C[0] = 0
  draw one uniform number q in [0,1)
  copies[j] = floor(C[j]+q) - floor(C[j-1]+q)
  copy walkers; add their distances to the histogram
```

The last lines are comb resampling. Averaging over $q$ gives $\langle{\rm copies}_j\rangle=Mw_j/W$, and the copies total $M$. If all weights are equal, each walker survives once, so no resampling noise enters.

The cost is linear in steps times walkers, with the Ewald sum as the main evaluation. Once $\tau$ is short compared with the correlation time of $E_L$ (about 0.4/Ha for the crude trial function at $r_s=2$), halving it at fixed simulated time doubles the work without appreciably adding independent samples.

## Time-step bias

Let $\delta$ measure the error of $\ln\psi_T$, and let $\varphi=\psi_0/\psi_T$. Variations of $\varphi$ and of $E_L$ are both $O(\delta)$.

**Without acceptance.** The drift-diffusion generator is $\mathcal Lg=\nabla^2g+\mathbf F\cdot\nabla g$. The Gaussian move $P$ treats $\mathbf F$ as frozen; its $\tau^2$ term is

$$\tfrac12F_iF_j\partial_i\partial_jg+\mathbf F\cdot\nabla\nabla^2g+\tfrac12\nabla^4g .$$

The exact term, $\tfrac12\mathcal L^2g$, also contains derivatives of $\mathbf F$. Subtracting,

$$P-e^{\tau\mathcal L}=\tau^2K+\dots,\qquad Kg=-\tfrac12\big[(\mathcal LF_i)\partial_ig+2(\partial_jF_i)\partial_i\partial_jg\big].$$

The full step puts $e^{-\tau E_L/2}$ on both sides of $P$; this symmetric splitting adds errors only from $\tau^3$. The exact step has eigenvalue $e^{-\tau E_0}$, right eigenfunction $\varphi$ and left eigenfunction $\psi_T\psi_0$. First-order perturbation theory in $K$ shifts the energy by $-\tau\langle K\varphi\rangle$. Since $K\varphi$ contains only derivatives of $\varphi$, it is already $O(\delta)$, and the average may be taken over $\pi$.

Integrate the second term of $K$ by parts. Because $\nabla\pi=\pi\mathbf F$, $\partial_j(\pi\partial_jF_i)=\pi\mathcal LF_i$, so

$$\int\pi K\varphi=-\tfrac12\int\pi(\mathcal LF_i)\partial_i\varphi+\int\pi(\mathcal LF_i)\partial_i\varphi=\tfrac12\int\pi(\mathcal LF_i)\partial_i\varphi .$$

As $\mathbf F$ is a gradient, $\mathcal LF_i=\partial_i(\nabla\cdot\mathbf F+\tfrac12F^2)=2\partial_i(V-E_L)$. Thus

$$\Delta E=-\tau\langle\nabla\varphi\cdot\nabla(V-E_L)\rangle_\pi\simeq-\tau\langle\nabla\varphi\cdot\nabla V\rangle_\pi .$$

The last form drops a term of order $\delta^2$ and needs $E_L$ to vary much less than $V$. The trial functions of the cell do not meet this condition: there the dropped term is comparable with the one kept, and the form with $V-E_L$ must be used.

This is the energy from the growth rate. The recorded mixed energy $E_{\rm mix}$ agrees with it to first order in $\delta$. To see this, set $e=E_L-E_{\rm mix}$, so $\langle e\rangle_f=0$ in the stationary density $f$. The growth factor times $e^{\tau E_{\rm mix}}$ is $1-\tfrac\tau2\langle e+Pe\rangle_f+O(\delta^2)$. Since $f$ differs from the invariant density of $P$ by $O(\delta)$, $\langle Pe\rangle_f=\langle e\rangle_f+O(\delta^2)$, and the linear term vanishes.

**With acceptance.** Now $P$ leaves $\pi$ invariant at every $\tau$. If $E_L$ were constant, the leading eigenfunction would be 1. Including the variation of $E_L$ to first order gives the energy $\langle E_L\rangle_\pi=E_V$, the variational energy. But $E_V-E_0=O(\delta^2)$, so the time-step bias is also $O(\delta^2)$.

Both laws were tested on a ring with $\psi_0=e^{b\cos x}$, $\psi_T=e^{(b+\delta)\cos x}$, $b=0.5$, $\delta=0.01$, $\tau=0.02$ in dimensionless units, using the full one-step matrix. Without acceptance the bias is $-5.65\times10^{-5}$; the law gives $-5.54\times10^{-5}$. With acceptance it is $1.3\times10^{-7}$. Doubling $\delta$ multiplies the two biases by 2.04 and 4.08. The ring drift is smooth. In the cell the direction of $\mathbf F$ jumps at contact, so the expansion is not uniform there and its coefficient was not tested.

**A limit that shows the splitting error.** Let $\mathbf F=0$. A Fourier component $e_G$ of $E_L$ then produces a density component $f_G$. Diffusion multiplies it by $q=e^{-G^2\tau}$, so stationarity to first order requires

$$f_G=q\Big(f_G-\frac\tau2e_G\Big)-\frac\tau2e_G,\qquad f_G=-\frac\tau2\coth\Big(\frac{G^2\tau}2\Big)e_G .$$

Using $\coth y=1/y+y/3+\dots$, the energy $\sum_G f_Ge_G^*$ differs from its $\tau\to0$ value by $-(\tau^2/12)\sum_GG^2|e_G|^2$. This quadratic law needs an $E_L$ smooth enough for the sum to converge. For a bare Coulomb singularity $|e_G|^2\propto G^{-4}$ at large $G$, the sum diverges, and the bias vanishes more slowly than $\tau^2$. In both cases the bias is negative, because $y\coth y>1$ for $y>0$: a DMC energy at finite $\tau$ need not be an upper bound.

## Population bias

Resampling to $M$ walkers discards the factor $\bar w=W/M$. Since the comb is unbiased, the population multiplied by its accumulated factors evolves linearly on average, as the unnormalized equation requires. Restoring the factors over a window long enough to forget the starting density gives

$$E=\frac{\langle\bar E_t\,e^{S_t}\rangle}{\langle e^{S_t}\rangle},\qquad S_t=\sum_{k=0}^{K-1}\ln\bar w_{t-k}.$$

For small fluctuations of $S$, $E\simeq\langle\bar E\rangle+{\rm Cov}(\bar E,S)$. The plain average is therefore biased by $-{\rm Cov}(\bar E_t,S_t)$. It is positive because a population with low energy should have counted more.

To lowest order $\ln\bar w=-\tau(\bar E-E_{\rm ref})$, the $M$ walkers are independent, and each samples $\pi$. Expand $E_L-E_V$ in eigenfunctions of $-\mathcal L$ with eigenvalues $\epsilon_n$ and coefficients $e_n$. The single-walker covariance is $\sum_{n>0}|e_n|^2e^{-\epsilon_nt}$; averaging over $M$ walkers divides it by $M$. At small $\tau$ the sum over past steps becomes an integral:

$$-{\rm Cov}(\bar E,S)\simeq\frac1M\int_0^\infty\sum_{n>0}|e_n|^2e^{-\epsilon_nt}\,dt=\frac1M\sum_{n>0}\frac{|e_n|^2}{\epsilon_n}.$$

In the same basis the Hamiltonian is $-\mathcal L+E_V+(E_L-E_V)$, and second-order perturbation theory gives $E_0=E_V-\sum_{n>0}|e_n|^2/\epsilon_n$. Hence, with corrections of third order in $\delta$,

$$E_M-E_0\simeq\frac{E_V-E_0}{M}.$$

For $M=1$ the weight cancels in $\bar E$, and the Metropolis walk is variational Monte Carlo (VMC). A better trial function reduces the population bias as well as the noise.

## Extrapolated pair function

Define $g(r)=\Omega\langle\delta(\mathbf r-\mathbf r_{12})\rangle$, averaged over directions. It is the opposite-spin function, equal to 1 without correlation. VMC samples $\psi_T^2$; DMC histograms sample $\psi_T\psi_0$. The energy escapes this mixed weighting because $H$ may act on $\psi_0$; the distance operator does not commute with $H$.

Normalize $\psi_0$ and scale $\psi_T$ so that $\langle\psi_T|\psi_0\rangle=1$. Then $\psi_T=\psi_0+\varepsilon$, $\langle\varepsilon|\psi_0\rangle=0$ and $\langle\psi_T|\psi_T\rangle=1+s$, with $s=\langle\varepsilon|\varepsilon\rangle$. The mixed density is $\psi_0^2+\varepsilon\psi_0$, with a first-order error. The combination $2g_{\rm DMC}-g_{\rm VMC}$ corresponds to

$$2(\psi_0^2+\varepsilon\psi_0)-\frac{(\psi_0+\varepsilon)^2}{1+s}=\psi_0^2-\varepsilon^2+s\psi_0^2+O(\delta^3).$$

The first-order terms cancel. On the ring, doubling $\delta$ multiplies the mixed and extrapolated errors by 2.00 and 3.97. The price is noise: for independent runs $\sigma_{\rm ext}^2=4\sigma_{\rm DMC}^2+\sigma_{\rm VMC}^2$.

## Worked cell: $r_s=2$

From $L^3=2(4\pi/3)r_s^3$, $L=4.062$ bohr. Constant orbitals have no kinetic energy and average $v_E$ to zero, so the Hartree-Fock energy is $\xi=-0.69851$ Ha. Plane-wave diagonalization gives $E_0=-0.71628$ Ha for the cell, or $-0.35814$ Ha per electron (about $-9.75$ eV). The correlation energy is $-17.8$ mHa.

An independent $E_V$ follows from radial quadrature. Inside the inscribed sphere $\nabla^2(v_E-1/r)=4\pi/\Omega$, so the spherical average of $v_E$ is $1/r+\xi+2\pi r^2/(3\Omega)$. Outside it the crude $\psi_T$ is constant, and the zero cell average of $v_E$ supplies the rest. The result is $E_V=-0.70792$ Ha, or $E_V-E_0=8.37$ mHa.

**Population.** At $\tau=0.1$, 4096 walkers were divided into independent replicas.

| $M$ | $E_M-E_0$ (mHa) | $(E_V-E_0)/M$ (mHa) |
|---|---:|---:|
| 1 | 8.40 ± 0.25 | 8.37 |
| 2 | 3.94 ± 0.26 | 4.18 |
| 4 | 2.33 ± 0.26 | 2.09 |

For $M=2$ the covariance formula gives 4.25 mHa. Restoring the weights over 30 steps leaves $-0.17\pm0.20$ mHa. The window lasts 3/Ha; with a symmetric gap of 2.54 Ha, the slowest memory factor is $e^{-7.6}$. For $M=512$ the predicted bias is $8.37/512=0.016$ mHa, below the noise.

**Time step.** With $M=512$, the better trial function at $\tau=0.2$ gives $-0.07\pm0.10$ mHa with acceptance and $1.21\pm0.10$ mHa without. The crude one gives $-0.28\pm0.18$ and $0.95\pm0.21$ mHa, a less decisive separation in magnitude. Acceptance is 99% in both Metropolis runs, yet the rare rejections matter because they restore the correct invariant density.

Crude-trial Metropolis runs at $\tau=0.05$, 0.1 and 0.2 extrapolate linearly to $-0.22\pm0.26$ mHa relative to $E_0$. The fitted slope changes the energy by only 0.10 mHa up to $\tau=0.2$, so these data do not establish a linear law. At $\tau=0.4$ the bias is $-0.96\pm0.13$ mHa. Its sign agrees with the zero-drift limit; that splitting dominates here is a conjecture.

**Pair function.** In the innermost bin, $r<0.254$ bohr, noise-free quadrature gives 0.614 for VMC and 0.515 for the mixed estimator. Extrapolation gives $2(0.5148)-0.6141=0.4155$, against 0.4302 from $\psi_0^2$. Over all bins the largest error falls from 0.098 to 0.015. The extrapolated error is negative near contact, where $\varepsilon^2$ dominates, and positive in the two outermost bins, where $s\psi_0^2$ does.

Sampling gives $0.40\pm0.03$ in the innermost bin, so noise there exceeds the remaining systematic error. Seven of the eight sampled extrapolated values lie below their quadrature limits. These runs do not separate a small time-step effect from noise shared between bins. The numerical output lists every bin.

## Stability and failure modes

- **Wrong contact slope.** The local energy retains $[1-2u'(0)]/r$. If $u'(0)>1/2$, it tends to $-\infty$ at contact and the weights diverge.
- **Long restoration windows.** For windows much longer than the correlation time $T_c$, ${\rm Var}(S)\simeq2T(E_V-E_0)/M$, where $T$ is the window length. A few populations eventually dominate the average; a window that is too short leaves bias.
- **Poor trial function.** Neglected higher orders in $\delta$ then matter, and $2g_{\rm DMC}-g_{\rm VMC}$ can even become negative.
- **Larger cells.** Antisymmetric states generally have nodes. Keeping $f\ge0$ then requires walkers to stay within the nodal regions of $\psi_T$, which adds a fixed-node error that none of these corrections removes. Nor does the two-electron energy represent the infinite gas: its finite-size error is untouched.

## Calculated quantities

```
r_s = 2.0 bohr, L = 4.0620 bohr, walkers = 4096
Madelung constant xi = -0.698505 Ha (= Hartree-Fock energy)
E_0 plane waves, cutoff 12, 16: -0.716282, -0.716283 Ha
E_0 extrapolated = -0.716284 Ha; per electron -0.358142 Ha
correlation energy E_0 - xi = -17.780 mHa
symmetric excitation gap = 2.5406 Ha
E_V quadrature = -0.707917 Ha; E_V - E_0 = 8.367 mHa
Time step (1/Ha), M = 512: E - E_0 (mHa), error (mHa), acceptance
 Metropolis 0.05   -0.083  0.232 0.9990
 Metropolis 0.10   -0.446  0.196 0.9975
 Metropolis 0.20   -0.275  0.177 0.9943
 Metropolis 0.40   -0.963  0.132 0.9883
 no accept  0.10    0.352  0.296 1.0000
 no accept  0.20    0.952  0.210 1.0000
Better trial, cosine amplitude 0.03, same columns:
 Metropolis 0.20   -0.073  0.095 0.9912
 no accept  0.20    1.205  0.098 1.0000
Crude trial, tau -> 0: E = -0.716505 +- 0.000263 Ha
 minus E_0: -0.220 mHa; slope -0.51 mHa*Ha
Population M, tau = 0.10: E - E_0, error, (E_V-E_0)/M (mHa)
   1    8.395  0.248    8.367
   2    3.938  0.257    4.184
   4    2.328  0.259    2.092
M = 2 bias from covariance = 4.251 mHa
M = 2 weights restored (30 steps): E - E_0 = -0.167 +- 0.203 mHa
g(r) by quadrature: bin (bohr), exact, VMC, mixed, extrapolated
 0.000-0.254 0.4302 0.6141 0.5148 0.4155
 0.254-0.508 0.5152 0.7191 0.6096 0.5001
 0.508-0.762 0.6119 0.8213 0.7100 0.5987
 0.762-1.015 0.7092 0.9036 0.8017 0.6998
 1.015-1.269 0.8010 0.9614 0.8789 0.7964
 1.269-1.523 0.8830 0.9958 0.9392 0.8825
 1.523-1.777 0.9518 1.0119 0.9828 0.9538
 1.777-2.031 1.0052 1.0164 1.0122 1.0081
largest error: mixed 0.0981, extrapolated 0.0151
g(r) sampled, tau = 0.10: bin, VMC, DMC, extrapolated, its error
 1 0.6090 0.5024 0.3958 0.0301
 2 0.7214 0.5965 0.4717 0.0156
 3 0.8201 0.7060 0.5918 0.0098
 4 0.9001 0.7968 0.6934 0.0071
 5 0.9597 0.8738 0.7879 0.0072
 6 0.9987 0.9360 0.8733 0.0051
 7 1.0128 0.9809 0.9489 0.0031
 8 1.0171 1.0138 1.0106 0.0026
Ring: b = 0.5, tau = 0.02, delta = 0.01 (dimensionless)
 no-accept bias -5.6514e-05, first-order law -5.5361e-05
 Metropolis bias 1.2670e-07
 bias ratio, delta doubled: no accept 2.040, Metropolis 4.075
 density-error ratio: mixed 1.999, extrapolated 3.970
```
